# Coulomb attraction between a polaron and an ionized dopant

## Problem

A molecular dopant has taken one electron from an organic semiconductor. It is now a negative ion, and the hole it left behind sits on a nearby host molecule. Together with the distortion of its surroundings, the hole is called a positive polaron. The centres of the two charges are $d=0.70$ nm apart, and the static relative permittivity of the material is $\varepsilon=3.5$.

(a) Derive the interaction energy of the pair, treating both charges as points in a uniform medium.

(b) Evaluate it in electronvolts.

(c) Compare it with the thermal energy at 300 K. At what separation would the two be equal?

(d) Estimate how far the number moves when the medium is made of molecules, or when its permittivity depends on direction.

## Hints

1. Gauss's law for the displacement field $\mathbf D$ counts the free charge alone. The response of the medium enters when $\mathbf D$ is converted into $\mathbf E$.

2. Put the zero of energy at infinite separation. The attraction is then the work needed to pull the pair apart.

3. There is one pair, so its energy is counted once. Look for a factor $1/2$ in the total field energy and see what happens to it.

4. Combine the constants into $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. Distances in nanometres then give energies in electronvolts.

5. For part (d), ask what lies between two neighbouring molecules. For a direction-dependent permittivity, stretch the coordinate axes until Poisson's equation looks isotropic.

## Solution

### (a) The interaction energy

Place the dopant ion, of charge $-e$, at the origin. The medium is taken to be linear, isotropic and unbounded, and the charges are at rest long enough for it to respond with its static permittivity. By symmetry $\mathbf D$ is radial, and its flux through a sphere of radius $r$ equals the enclosed free charge:

$$4\pi r^2D(r)=-e .$$

In a linear medium $\mathbf D=\varepsilon_0\varepsilon\mathbf E$, so the radial field is

$$E(r)=-\frac{e}{4\pi\varepsilon_0\varepsilon r^2}.$$

The minus sign says that the field points toward the ion. The hole carries $+e$ and feels the radial force

$$F_r=eE(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r^2},$$

which is attractive. To move the hole slowly outward, an external agent must supply the opposite force. The work from $d$ to infinity is

$$W=\int_d^\infty\frac{e^2}{4\pi\varepsilon_0\varepsilon r^2}\,dr
=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\left[-\frac1r\right]_d^\infty
=\frac{e^2}{4\pi\varepsilon_0\varepsilon d}.$$

This work raises the interaction energy from $U(d)$ to zero, so $W=0-U(d)$ and

$$U(d)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon d}.$$

The hole also polarizes the medium, and one may ask whether this adds a further term. The total field energy answers the question. Label the fields of the ion and the hole 1 and 2. The energy stored in a linear medium is

$$\frac12\int(\mathbf E_1+\mathbf E_2)\cdot(\mathbf D_1+\mathbf D_2)\,dV .$$

The terms $\mathbf E_1\cdot\mathbf D_1$ and $\mathbf E_2\cdot\mathbf D_2$ are self-energies. For charges of small but finite size and fixed shape they do not depend on the separation. The two cross terms are equal, because each is $\varepsilon_0\varepsilon\,\mathbf E_1\cdot\mathbf E_2$, and their sum cancels the factor $1/2$:

$$U=\int\mathbf E_1\cdot\mathbf D_2\,dV .$$

Write $\mathbf E_1=-\nabla\phi_1$ and use the product rule $\nabla\cdot(\phi_1\mathbf D_2)=\nabla\phi_1\cdot\mathbf D_2+\phi_1\nabla\cdot\mathbf D_2$:

$$U=-\int\nabla\cdot(\phi_1\mathbf D_2)\,dV+\int\phi_1\,\nabla\cdot\mathbf D_2\,dV .$$

The first integral becomes a flux through a distant sphere of radius $R$. There $\phi_1D_2$ falls as $R^{-3}$ while the area grows as $R^2$, so the flux vanishes. In the second, $\nabla\cdot\mathbf D_2$ is the free charge density of the hole, which is concentrated at distance $d$ from the ion. Hence

$$U=e\,\phi_1(d)=e\left(-\frac{e}{4\pi\varepsilon_0\varepsilon d}\right),$$

as before. The polarization made by both charges is included, the permittivity appears once, and no factor $1/2$ remains.

Since the medium responds at fixed temperature, $U$ is a reversible work, that is, a free energy of the medium for given positions of the two charges.

### (b) The number

The product of permittivity and distance is

$$\varepsilon d=3.5\times0.70\ \text{nm}=2.45\ \text{nm},$$

and therefore

$$U=-\frac{1.43996\ \text{eV nm}}{2.45\ \text{nm}}=-0.588\ \text{eV}.$$

The attraction is about **0.59 eV**, or 56.7 kJ/mol. In vacuum the same two charges would attract each other with 2.06 eV; the medium reduces this by the factor 3.5.

This is the energy of separating charges that already exist. Creating them from a neutral host and a neutral dopant is another process. If $I$ is the energy to remove an electron from the host and $A$ the energy gained when the dopant accepts one, both for well-separated charges in the solid, then forming the pair costs $I-A-|U|$. The attraction helps the transfer of the electron, and afterwards it holds the hole near the ion.

### (c) Comparison with thermal energy

At 300 K, $kT=0.02585$ eV, so

$$\frac{|U|}{kT}=\frac{0.5877}{0.02585}=22.7 .$$

The separation $r_c$ at which the attraction equals $kT$ follows from $e^2/(4\pi\varepsilon_0\varepsilon r_c)=kT$:

$$r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT}
=\frac{1.43996}{3.5\times0.02585}\ \text{nm}=15.9\ \text{nm}.$$

Thus a hole that has moved a few molecules away is still well inside the range of the ion's attraction.

The ratio 22.7 does not by itself give the fraction of free holes. Suppose that one hole can occupy $g$ equivalent sites next to the ion, each with energy $-|U|$, or $N$ distant sites with energy zero. Other sites are left out. The Boltzmann weights give

$$\frac{p_{\text{free}}}{p_{\text{bound}}}=\frac{N}{g}\,e^{-|U|/kT}.$$

The many distant sites favour separation, while the exponential favours binding. This ratio is for one hole and one ion. In a film with $M$ ions and $N$ distant sites per ion, a free hole can be caught by any empty ion. A state with $n$ free holes then has the weight $\binom Mn\binom{MN}{n}g^{M-n}e^{(M-n)|U|/kT}$. Setting the ratio of successive terms to one gives, for large $M$ and $N$, the free fraction $x=n/M$:

$$\frac{x^2}{1-x}=\frac{N}{g}\,e^{-|U|/kT}.$$

A small $x$ is thus the square root of the one-pair ratio, and far larger than it. At low doping $N$ is larger, and so is $x$. Both counts ignore disorder and the Coulomb interaction between different pairs, and they need ions spaced farther apart than $r_c$, so that sites of nearly zero energy exist.

### (d) How far the number can be trusted

**A medium made of molecules.** At 0.7 nm the charges may be on neighbouring molecules, with no other molecule between them. A continuum with its bulk permittivity is then an extrapolation.

A simple microscopic model shows the size of the effect. Put polarizable points on a simple cubic lattice with spacing $a=0.70$ nm. Choose their polarizability volume $\alpha$ so that the lattice has the required bulk permittivity, using the Clausius–Mossotti relation

$$\frac{4\pi}{3}\frac{\alpha}{a^3}=\frac{\varepsilon-1}{\varepsilon+2}=\frac{2.5}{5.5}.$$

Put one charge on the central site of a spherical cluster whose radius is six spacings. Each point acquires a dipole proportional to the field of the charge plus the fields of all other dipoles. These linear equations are solved numerically. A second charge placed on another site then feels the potential of the first charge and of all dipoles except the one on its own site.

The cluster ends in vacuum, which adds a constant to the potential. In a continuum sphere of radius $R$ with a charge $q$ at its centre, the potential outside is $q/(4\pi\varepsilon_0r)$. Inside it is $q/(4\pi\varepsilon_0\varepsilon r)+c$. Continuity at $r=R$ requires

$$c=\frac{q}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).$$

This constant is subtracted, with $R$ chosen so that the sphere has the volume of the cluster's lattice cells.

For separations between 3 and 4.5 spacings, the average screening corresponds to a permittivity of 3.56, within 2% of the bulk value 3.5. Single sites scatter around this average, from about 3.1 on the cube axes to about 3.6 on the diagonals. For nearest neighbours the effective permittivity is 3.03, and the attraction is 0.68 eV. At the same distance and with the same bulk permittivity, graininess in this model therefore strengthens the attraction by about 16%. The figure belongs to the simple cubic lattice, with both charged sites keeping the polarizability of a neutral one. It depends strongly on both choices. Face-centred and body-centred cubic lattices with the same neighbour distance give about 5% and 8%. On the simple cubic lattice it falls to about 2% if the charged sites are not polarizable and rises to about 30% if they are 1.5 times as polarizable. A real molecule is also not a point, so it illustrates the effect and is not a correction to be applied to other materials.

**A permittivity that depends on direction.** Let the principal permittivities be $\varepsilon_1,\varepsilon_2,\varepsilon_3$, with axis 1 along a polymer chain. For a point charge $q$, Poisson's equation is

$$\sum_i\varepsilon_i\frac{\partial^2\phi}{\partial x_i^2}=-\frac{q}{\varepsilon_0}\delta(\mathbf x).$$

Set $x_i=\sqrt{\varepsilon_i}\,u_i$. Each term on the left becomes $\partial^2\phi/\partial u_i^2$. The volume element gains the factor $\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}$, so the delta function is divided by it. The equation is now isotropic in $\mathbf u$, with solution

$$\phi=\frac{q}{4\pi\varepsilon_0\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}\,|\mathbf u|},\qquad |\mathbf u|^2=\sum_i\frac{x_i^2}{\varepsilon_i}.$$

For a separation $d$ along axis 2, $|\mathbf u|=d/\sqrt{\varepsilon_2}$. The effective permittivity is therefore $\sqrt{\varepsilon_1\varepsilon_3}$: it contains the two directions perpendicular to the separation.

Take the values 4.5, 3.0 and 3.0, whose mean is 3.5. Across the chain the effective permittivity is $\sqrt{4.5\times3.0}=3.67$ and the attraction is 0.56 eV. Along the chain it is $\sqrt{3.0\times3.0}=3.0$ and the attraction is 0.69 eV. The attraction is stronger along the axis of larger permittivity, because that component does not enter for this direction.

**A real case.** The parameters are in the rough range expected for the polymer poly(3-hexylthiophene), P3HT, doped with the acceptor F4TCNQ. There the permittivity is roughly 3 to 4, and a sub-nanometre separation is reasonable for an ion next to a chain. Both depend on how the film is made and on where the dopant sits. At fixed distance, changing $\varepsilon$ from 3 to 4 changes the attraction from 0.69 to 0.51 eV. The point-charge assumption also fails in such a polymer, since the hole can extend over several repeat units; for the 2 nm spread in Variation 1, this lowers the result by about 19%. A further disturbance comes from other dopants. At a density of $10^{19}$ cm$^{-3}$, the spacing estimated as the inverse cube root of the density is 4.64 nm. One ion at that distance, without a compensating hole, has an interaction energy of −0.089 eV with our hole, an additional attraction. Randomly placed dopants nearly always have a closer neighbour: the mean distance to the nearest one is about 0.55 times this spacing, or 2.6 nm, where the energy is −0.16 eV. If the other ion's own hole is nearby, the two contributions partly cancel.

For the pair alone, without other dopants, the separate estimates range from about 0.47 to 0.69 eV. They change different assumptions and should not simply be added. The point-charge problem has the answer 0.59 eV, but for a real film an uncertainty of at least 0.1 eV is a more sensible reading than the second decimal place.

## Variation 1: a hole spread along a chain

*Replace the point hole by a charge $+e$ spread evenly over a straight segment of length $L=2.0$ nm. The ion lies at distance $d=0.70$ nm from the middle of the segment, in the direction perpendicular to it. What is the attraction?*

Let $x$ run along the segment from its middle. An element $dx$ carries the charge $e\,dx/L$ and is at distance $\sqrt{x^2+d^2}$ from the ion. Adding the attractions gives

$$|U_L|=\frac{e^2}{4\pi\varepsilon_0\varepsilon L}\int_{-L/2}^{L/2}\frac{dx}{\sqrt{x^2+d^2}} .$$

The integrand is even, and $\operatorname{arsinh}(x/d)$ is an antiderivative of $1/\sqrt{x^2+d^2}$. Hence

$$|U_L|=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,\frac2L\,\operatorname{arsinh}\frac{L}{2d}.$$

Here $e^2/(4\pi\varepsilon_0\varepsilon)=1.43996/3.5=0.4114$ eV nm, $2/L=1.0$ nm$^{-1}$ and $L/(2d)=1.429$. The result is

$$|U_L|=0.4114\times1.0\times\operatorname{arsinh}(1.429)\ \text{eV}=0.475\ \text{eV}.$$

This is 19% below the point-charge value, because every part of the segment except its middle is farther than $d$ from the ion.

For a short segment, $\operatorname{arsinh}s\approx s-s^3/6$ with $s=L/(2d)$, so

$$|U_L|\approx\frac{e^2}{4\pi\varepsilon_0\varepsilon d}\left(1-\frac{L^2}{24d^2}\right),$$

and the point result returns as $L\to0$. For $L\gg d$, $\operatorname{arsinh}s\approx\ln(2s)$, and the attraction falls as $(2/L)\ln(L/d)$.

If the ion's charge is also spread, over a parallel segment of length 0.80 nm with the same centre-to-centre distance, numerical integration over both segments gives 0.469 eV. For these lengths, most of the reduction comes from the longer hole. Both results refer to separating charges whose shapes stay fixed. If the hole changes its length as it leaves, its self-energy and its electronic energy change too.

## Variation 2: escape in an electric field

*Return to point charges. A uniform field of magnitude $\mathcal E=0.10$ MV/cm inside the material pushes the hole directly away from the ion. How high is the barrier to escape along the field?*

Let $K=e^2/(4\pi\varepsilon_0\varepsilon)=0.4114$ eV nm. The force $e\mathcal E$ points outward, so it contributes $-e\mathcal Er$ to the energy:

$$V(r)=-\frac Kr-e\mathcal Er .$$

At the top of the barrier the slope vanishes:

$$\frac{dV}{dr}=\frac K{r^2}-e\mathcal E=0,\qquad r_m=\sqrt{\frac{K}{e\mathcal E}} .$$

The second derivative, $-2K/r^3$, is negative, so this is a maximum. Both terms of $V$ have the same size there, and $V(r_m)=-2\sqrt{Ke\mathcal E}$. Subtracting the starting energy gives

$$B=V(r_m)-V(d)=\frac Kd+e\mathcal Ed-2\sqrt{Ke\mathcal E}
=\left(\sqrt{\frac Kd}-\sqrt{e\mathcal Ed}\right)^2 .$$

Since 1 MV/cm is 0.1 V/nm, $e\mathcal E=0.010$ eV/nm. Then

$$r_m=\sqrt{\frac{0.4114}{0.010}}\ \text{nm}=6.41\ \text{nm},$$

and the top lies $2\sqrt{0.4114\times0.010}=0.128$ eV below zero. The starting point is lowered by $0.010\times0.70=0.007$ eV, so

$$B=0.588+0.007-0.128=0.466\ \text{eV},$$

where the last digit comes from the unrounded values.

The field has not changed the attraction between the charges. It has lowered the barrier for escape along the field by about 21% of the zero-field value. Among straight paths leading away from the ion, this one is lowered most; perpendicular to the field the barrier is unchanged, and against the field it is raised. A hole that starts at another position at distance $d$ starts higher in energy and needs slightly less to reach the same top. As $\mathcal E\to0$, $r_m$ moves to infinity and $B\to|U|$. The formula holds while $r_m>d$. In this model the barrier vanishes when $e\mathcal E=K/d^2=0.84$ eV/nm, where the outward push equals the initial attractive force. That is a field of 8.4 MV/cm, 84 times the one used here. A real organic film would usually break down before reaching it, so this is a limit of the formula and not a working condition. Disorder and hopping between discrete molecules are not included, so $B$ is an electrostatic barrier and not a prediction of the measured activation energy of conduction.

All numerical values are calculated from the stated model.
